Biaxial moduli of (100) and (111) silicon, and their wafer bow

**Question**

I am working on film stress from wafer curvature and am stuck on the stiffness of the wafer. The exercise gives the elastic constants of silicon as C11 = 165.7, C12 = 63.9 and C44 = 79.6 GPa. It asks me to show that the biaxial modulus is about 229 GPa for a (111) wafer and about 180 GPa for a (100) wafer.

For (100) I put the same strain e along both in-plane cube axes and read off the stress (C11 + C12)e. That gives 165.7 + 63.9 = 229.6 GPa, which is nearly the number I am supposed to find for the other wafer. For (111) I started rotating the stiffness tensor and got lost. I also don't see why one modulus should do for a whole wafer, when Young's modulus of silicon depends on direction. What am I doing wrong, and how much does the choice of modulus matter for the bow?

**Answer**

Your (100) calculation holds the thickness of the crystal fixed. A wafer has free faces, so it thins when stretched in its plane, and the stress normal to the face is zero, not the normal strain. The closeness of your 229.6 GPa to the (111) value is an accident of the numbers, as shown below. The (111) case needs no tensor rotation if Hooke's law is first split into a volume part and a shape part.

**What is being computed**

Take a small, uniform strain with the same value e in every in-plane direction, and let the face with unit normal n carry no normal or shear traction. If the resulting in-plane stress σ is also the same in every direction, the biaxial modulus is M = σ/e. Tension is positive. I use tensor shear strains, which are half the engineering ones.

**Hooke's law in two parts**

In the cube axes x, y, z a cubic crystal obeys

σ_xx = C11 ε_xx + C12 (ε_yy + ε_zz)
σ_xy = 2 C44 ε_xy

and the same with the axes permuted. Let T = ε_xx + ε_yy + ε_zz be the relative volume change. Since ε_yy + ε_zz = T − ε_xx,

σ_xx = (C11 − C12) ε_xx + C12 T.

Now write ε_xx = T/3 + d_xx, where d is the strain with its volume part removed:

σ_xx = (C11 − C12) d_xx + [(C11 − C12)/3 + C12] T.

The bracket equals (C11 + 2C12)/3. With the definitions

K = (C11 + 2 C12)/3
C' = (C11 − C12)/2

the law becomes

σ_xx = K T + 2C' d_xx
σ_xy = 2C44 d_xy.

K is the bulk modulus. A change of shape is resisted by two different shear moduli: C' for the diagonal components of d in the cube axes, and C44 for the off-diagonal ones. In an isotropic solid the two would be equal.

**The strain of the wafer**

Let e_n be the strain along the normal, and try a state without out-of-plane shear:

ε_ij = e δ_ij + (e_n − e) n_i n_j.

Here δ_ij is 1 for i = j and 0 otherwise. The volume change is T = 2e + e_n. Subtracting T/3 from the diagonal, and using e − T/3 = −(e_n − e)/3, gives

d_ij = (e_n − e)(n_i n_j − δ_ij/3).

The two orientations now separate.

For n = [100], the product n_i n_j is 1 for i = j = x and zero otherwise. So d is purely diagonal, and C' alone resists it.

For n = [111]/√3, every product n_i n_j equals 1/3. The diagonal of d vanishes, the off-diagonal part remains, and C44 alone resists it.

In both cases the stress has the form it would have in an isotropic solid:

σ_ij = K T δ_ij + 2G (e_n − e)(n_i n_j − δ_ij/3)

with G = C' for (100) and G = C44 for (111).

**Freeing the faces**

Along the normal, the last bracket has the value 1 − 1/3 = 2/3. In any in-plane direction it has the value −1/3. Therefore

σ_normal = K(2e + e_n) + (4G/3)(e_n − e)
σ_in-plane = K(2e + e_n) − (2G/3)(e_n − e).

This stress has no shear component on the face, so the only remaining condition is σ_normal = 0. Multiply it by 3 and collect terms:

(3K + 4G) e_n = −(6K − 4G) e.

It follows that

e − e_n = e [(3K + 4G) + (6K − 4G)]/(3K + 4G) = 9K e/(3K + 4G).

Because σ_normal is zero, it may be subtracted from the in-plane stress, which removes the K term:

σ_in-plane = −(2G/3 + 4G/3)(e_n − e) = 2G (e − e_n).

Inserting e − e_n gives

M = 18 K G/(3K + 4G).

Could a different solution exist, one with out-of-plane shear? Suppose there were two traction-free states with the same in-plane strain. Their difference would have no in-plane strain and no stress on the face. Its elastic energy density is half the sum of stress times strain over all components. Each term contains either an in-plane strain or a stress on the face, so each term is zero. A stable crystal, with K, C' and C44 all positive, has positive energy for any nonzero strain. The difference must vanish, and the solution found is the only one.

**The two moduli**

For (100), G = C', and the denominator simplifies:

3K + 4C' = C11 + 2C12 + 2C11 − 2C12 = 3C11.

The numerator is 6(3K)C' = 3(C11 + 2C12)(C11 − C12), so

M(100) = (C11 − C12)(C11 + 2C12)/C11 = C11 + C12 − 2C12²/C11.

The last term is what your calculation missed. It is the relief gained by letting the wafer thin.

For (111), G = C44, and

M(111) = 6C44 (C11 + 2C12)/(C11 + 2C12 + 4C44).

Now the numbers. First, 3K = 165.7 + 127.8 = 293.5 GPa, so K = 97.83 GPa. Next, C' = 101.8/2 = 50.9 GPa. Then

M(100) = 101.8 × 293.5/165.7 = 180.3 GPa
M(111) = 6 × 79.6 × 293.5/(293.5 + 318.4) = 229.1 GPa.

These are the 180 and 229 GPa of the exercise. The constants are given to 0.1 GPa. If each is moved up or down by 0.05 GPa, in all eight combinations, the largest shift is 0.09 GPa for (100) and 0.13 GPa for (111). Rounding of the inputs therefore does not affect the whole-number results. This says nothing about how accurately the constants themselves are known.

The normal strains follow from the same formula:

(100): e_n/e = −2C12/C11 = −0.771
(111): e_n/e = −(587.0 − 318.4)/611.9 = −0.439.

For the same stretch, the (100) wafer thins more.

As for the coincidence: with e_n = 0, the in-plane stress is (2K + 2G/3)e. For (100) this is 195.67 + 33.93 = 229.6 GPa, your number. The same mistake on (111) would give 195.67 + 53.07 = 248.7 GPa, which resembles neither correct answer. C11 + C12 does not contain C44, while M(111) rises with C44, so the two nearly agree only because of the particular value C44 has in silicon.

**Why (111) is stiffer**

Turn the formula for M upside down:

1/M = 1/(6G) + 2/(9K).

The first term is the compliance to change of shape, the second the compliance to change of volume. K is the same for both wafers, so the one with the larger G has the larger M. Thus (111) is stiffer than (100) if C44 > C', and softer if C44 < C'. In silicon C44/C' = 1.56, but M(111)/M(100) is only 1.27, because the volume term is common to both and dilutes the contrast.

Two limits show the roles of the terms. If K is much larger than G, the volume hardly changes and M approaches 6G. If G is much larger than K, M approaches 9K/2. For an isotropic solid with Young's modulus E and Poisson's ratio ν, insert G = E/[2(1 + ν)] and K = E/[3(1 − 2ν)]:

1/M = (1 + ν)/(3E) + 2(1 − 2ν)/(3E) = (1 − ν)/E,

which is the familiar M = E/(1 − ν).

**Why one modulus serves every direction in the plane**

Pull on the crystal with a single stress s along a unit vector m. The stress tensor is s m_i m_j. Its volume part produces a strain s/(9K) along m. The diagonal and off-diagonal shape parts are divided by 2C' and 2C44. Projecting the strain back on m gives

1/E = 1/(9K) + (Q − 1/3)/(2C') + (1 − Q)/(2C44)

where Q = m_x⁴ + m_y⁴ + m_z⁴. The coefficients come from summing (m_i² − 1/3)² over the diagonal, which gives Q − 1/3, and m_i² m_j² over i ≠ j, which gives 1 − Q.

In the (100) plane Q runs from 1 along a cube axis to 1/2 along a face diagonal such as [011]. Young's modulus accordingly runs from 130.1 to 169.1 GPa.

In the (111) plane m_x + m_y + m_z = 0. Squaring this, with m_x² + m_y² + m_z² = 1, gives

m_x m_y + m_y m_z + m_z m_x = −1/2.

Squaring again, the cross terms carry the factor m_x + m_y + m_z and vanish, so the sum of the m_i² m_j² over the three pairs is 1/4. Then Q = 1 − 2/4 = 1/2 for every direction, and E is 169.1 GPa throughout the plane.

So your worry is justified for E on a (100) wafer, but M involves a second stress at right angles. Apply equal stresses s along two perpendicular in-plane directions a and b. The strain along a is s/E from the first stress and −νs/E from the second, where E and ν belong to a pull along a with contraction along b. The symmetry of the elastic compliances allows the second term to be written with these same constants. Equal stresses produce the equal strain s/M, so

E/(1 − ν) = M

for every in-plane direction. On (100), ν falls from 0.278 along a cube axis to 0.062 along a face diagonal, and this compensates the rise of E: 130.1/0.722 and 169.1/0.938 both give 180 GPa to the accuracy of the rounded figures. On (111), ν = 0.262 in all directions, and 169.1/0.738 gives 229 GPa.

**A plane where this fails: (110)**

Not every wafer has a biaxial modulus. For n = [110]/√2 the trial strain has

ε_xx = ε_yy = (e + e_n)/2, ε_xy = (e_n − e)/2, ε_zz = e.

The stresses in the cube axes are

σ_xx = σ_yy = (C11 + C12)(e + e_n)/2 + C12 e
σ_xy = C44 (e_n − e)
σ_zz = C11 e + C12 (e + e_n).

The shear tractions on the face vanish because σ_xx = σ_yy and σ_xz = σ_yz = 0. The normal stress is σ_xx + σ_xy. Setting twice this to zero gives

e_n/e = −(C11 + 3C12 − 2C44)/(C11 + C12 + 2C44) = −198.2/388.8 = −0.510.

The stress along [1−10] is σ_xx − σ_xy. With σ_xx = −σ_xy this becomes

−2σ_xy = 2C44 (e − e_n) = 159.2 × 1.510 e = 240.4 GPa × e.

Along [001] it is

σ_zz = (165.7 + 63.9 × 0.490) e = 197.0 GPa × e.

Equal strains now need unequal stresses. A film with equal stress in all directions therefore cannot bend a (110) silicon wafer into a spherical cap, since equal curvatures would need unequal moments.

**What it does to the bow**

Consider a film of thickness t under uniform tension σ_f on a free wafer of thickness h, with t much smaller than h. Here σ_f is the film stress while the wafer is held flat and unstrained. The film pulls on the wafer's surface with a force σ_f t per unit length, at a distance h/2 from the mid-plane. Its moment per unit length is σ_f t h/2.

If the wafer bends with equal curvature κ in all directions, the bending strain at height z above the mid-plane has magnitude κ|z| and is equal in all in-plane directions. This is the situation that M describes, so the bending stress has magnitude Mκ|z|. The resisting moment is

∫ Mκ z² dz from −h/2 to h/2 = Mκ h³/12.

Equating the moments gives Stoney's formula,

κ = 6σ_f t/(M h²).

M belongs to the wafer. The film's own stiffness does not enter at this order. A tensile film makes its own side concave, and κ here is the magnitude.

Take round values: σ_f = 200 MPa, t = 0.5 µm, h = 725 µm and a wafer diameter of 200 mm. The force per length is 200 MPa × 0.5 µm = 100 N/m. For (100),

κ = 6 × 100 N/m/[180.3 × 10⁹ Pa × (725 × 10⁻⁶ m)²] = 6.33 × 10⁻³ m⁻¹,

a radius of curvature of 158 m. With 229.1 GPa, the (111) wafer has κ = 4.98 × 10⁻³ m⁻¹ and a radius of 201 m. The height of the shallow cap is κR²/2, where R = 0.1 m is the wafer radius:

(100): bow = 31.7 µm
(111): bow = 24.9 µm.

Both are small compared with the wafer thickness, as linear plate bending requires. The stretching of the mid-plane that linear theory neglects lowers the central curvature by about 0.05 % on (111) and by less than 0.1 % on (100). Gravity, supports, edge effects and any initial bow are left out, and gravity is not small here. Lying flat on a ring at its edge, this wafer sags under its own weight by about 19 µm for (111) and about 23 µm for (100), as much as the film bends it. The bows above are therefore the changes caused by the film, found from measurements before and after deposition on the same support.

Now suppose you measure the (111) wafer but insert the (100) modulus. The inferred stress is

200 MPa × 180.3/229.1 = 157 MPa,

which is 21 % below the true value. The opposite mix-up gives a stress 27 % too high, by the ratio 1.27 found above.

The error of the thin-film formula itself is far smaller. To leading order, the film force compresses the wafer by a mean strain σ_f t/(Mh). Bending adds κh/2 = 3σ_f t/(Mh) at the film side. The film thus shortens by 4σ_f t/(Mh) and, if its own biaxial modulus is M_f, loses the fraction 4M_f t/(Mh) of its stress. Against this, the film's force acts at (h + t)/2 instead of h/2, which raises the moment by the fraction t/h. Stoney's formula therefore overestimates the curvature by the fraction

(4M_f/M − 1) t/h.

For a soft film with M_f < M/4 this fraction is negative, and the formula underestimates the curvature.

For an isotropic film with E = 100 GPa and ν = 0.25, M_f = 100/0.75 = 133.3 GPa. The overestimate is then 0.14 % on (100) and 0.09 % on (111), relative to the true curvature. In this example, choosing the right wafer modulus matters more than a hundred times as much as correcting for the film's thickness.
